# Heavy- and light-hole masses of silicon along [001] at a contact

## Problem

A metal contact is made on the (001) surface of p-type silicon. Holes cross the interface along its normal, [001], so the mass for motion in that direction enters the tunnelling rate. The Luttinger parameters are \(\gamma_1=4.285\) and \(\gamma_2=0.339\).

(a) Find the heavy- and light-hole masses along [001] at the top of the valence band of unstrained silicon.

(b) Find how the light mass changes when the energy is not small compared with the spin-orbit splitting \(\Delta\), and when the crystal is strained in the (001) plane.

(c) For active doping \(N=2\times10^{20}\ \mathrm{cm^{-3}}\) and a barrier \(\phi=0.40\) eV, find how much the difference between the two masses matters for tunnelling.

Hole energy \(E\) is counted positive going down into the valence band, from the unstrained band edge. Masses are in units of the free-electron mass \(m_0\), and

\[
X=\frac{\hbar^2k^2}{2m_0}.
\]

A hole with \(E=\hbar^2k^2/2m\) has \(E=(m_0/m)X\), so the coefficient of \(X\) is the inverse mass.

## First estimate by scaling

The parameter \(\gamma_1\) sets the average inverse mass, and \(\gamma_2\) measures how far the bands separate along a cube axis. With \(\gamma_2\) ignored, both masses are about \(1/4.285=0.233\).

The separation must be proportional to \(\gamma_2\) to leading order. Scaling cannot supply its coefficient, so we take it to be one:

\[
\frac{m}{m_0}\sim\frac{1}{\gamma_1\mp\gamma_2}
=\frac1{3.946},\ \frac1{4.624}
=0.253,\ 0.216 .
\]

The fractional spread of the masses is then about \(2\gamma_2/\gamma_1=0.16\). A tunnelling exponent contains the decay constant \(\sqrt{2m\phi}/\hbar\) and varies as \(\sqrt m\). The two exponents should therefore differ by about half of that spread, or 8 %.

## Exact solution within the band model

### The orbital part

The top of the valence band is built from three states that transform like \(yz\), \(zx\) and \(xy\). Under the tetrahedral operations about an atom these behave like \(x\), \(y\) and \(z\), so we call them the orbitals \(x\), \(y\) and \(z\). Silicon has inversion symmetry, so their energies contain no term linear in \(k\), and we keep the quadratic terms.

Let \(\mathbf k\) point along \(z\). The reflection \(x\to-x\) leaves \(\mathbf k\) unchanged. (In the diamond lattice this reflection and the quarter turn used below are symmetries only when combined with a fractional translation, which does not affect the argument.) It reverses the orbitals \(y\) and \(z\) (that is, \(zx\) and \(xy\)) but not \(x\) (that is, \(yz\)), so \(x\) cannot mix with \(y\) or \(z\). The reflection \(y\to-y\) likewise isolates \(y\). A quarter turn about \(z\) exchanges \(x\) and \(y\) up to sign, so these two have equal coefficients. Two constants remain, and in the Luttinger convention they are

\[
a_z=\gamma_1+4\gamma_2,\qquad
a_\perp=\gamma_1-2\gamma_2 .
\]

Their average over the three orbitals is \((a_z+2a_\perp)/3=\gamma_1\), and their difference is \(6\gamma_2\).

### Adding spin

Let \(\mathbf L\) be the orbital angular momentum with \(L=1\), in units of \(\hbar\), and \(\boldsymbol\sigma=2\mathbf S\). The spin-orbit term for hole energy is

\[
H_{\rm so}=\frac{\Delta}{3}(1-\mathbf L\cdot\boldsymbol\sigma),
\qquad
\mathbf L\cdot\boldsymbol\sigma=J^2-L^2-S^2 .
\]

For \(J=3/2\) the product is \(15/4-2-3/4=1\), which gives zero energy. For \(J=1/2\) it is \(3/4-2-3/4=-2\), which gives \(\Delta\). The four states with \(J=3/2\) form the band edge, and the other two are the split-off holes.

Write \(|+\rangle\) for the orbital with \(L_z=1\), a combination of \(x\) and \(y\) alone. The state of largest \(J_z\) is

\[
|{\tfrac32},{\tfrac32}\rangle=|+\rangle\uparrow .
\]

Apply \(J_-=L_-+S_-\). On the left \(J_-\) gives \(\sqrt3\,|\tfrac32,\tfrac12\rangle\). On the right \(L_-|+\rangle=\sqrt2\,|z\rangle\) and \(S_-\uparrow=\downarrow\). Hence

\[
|{\tfrac32},{\tfrac12}\rangle
=\sqrt{\tfrac23}\,|z\rangle\uparrow
+\sqrt{\tfrac13}\,|+\rangle\downarrow .
\]

The split-off state with the same \(J_z\) is orthogonal to this:

\[
|{\tfrac12},{\tfrac12}\rangle
=\sqrt{\tfrac13}\,|z\rangle\uparrow
-\sqrt{\tfrac23}\,|+\rangle\downarrow .
\]

States with negative \(J_z\) have the same energies by time reversal and inversion.

### The two masses

The first state contains no \(z\) orbital, so its inverse mass is \(a_\perp\). The second has \(z\) weight \(2/3\), so its inverse mass is

\[
\frac23(\gamma_1+4\gamma_2)+\frac13(\gamma_1-2\gamma_2)
=\gamma_1+2\gamma_2 .
\]

Therefore

\[
\frac{m_h}{m_0}=\frac1{\gamma_1-2\gamma_2}
=\frac1{3.607}=0.2772,
\]
\[
\frac{m_l}{m_0}=\frac1{\gamma_1+2\gamma_2}
=\frac1{4.963}=0.2015 .
\]

These are curvature masses at \(k\to0\). They are not density-of-states masses. By cubic symmetry they also hold along [100] and [010] in the contact plane, but not along other directions in that plane.

The usual spin-3/2 form of the Hamiltonian confirms the convention. In units of \(\hbar^2/2m_0\) it is

\[
\begin{aligned}
H={}&\left(\gamma_1+\tfrac52\gamma_2\right)k^2
-2\gamma_2\sum_i k_i^2J_i^2\\
&-2\gamma_3\sum_{i<j}k_ik_j(J_iJ_j+J_jJ_i).
\end{aligned}
\]

For \(\mathbf k\) along \(z\) the last sum vanishes. What remains is \(\gamma_1+\tfrac52\gamma_2-2\gamma_2J_z^2\), which equals \(\gamma_1-2\gamma_2\) for \(J_z^2=9/4\) and \(\gamma_1+2\gamma_2\) for \(J_z^2=1/4\). The third parameter has no influence on the [001] masses.

### A second direction

Along [111], \(\gamma_3\) takes over. Let \(\mathbf n=(1,1,1)/\sqrt3\) and \(J_n=\mathbf n\cdot\mathbf J\). Since \(n_i^2=1/3\) and \(J^2=15/4\), the second term is \(-2\gamma_2\cdot\tfrac13\cdot\tfrac{15}4=-\tfrac52\gamma_2\), which cancels the \(\tfrac52\gamma_2\) in the first. In the third term \(n_in_j=1/3\), and

\[
\sum_{i<j}(J_iJ_j+J_jJ_i)
=(J_x+J_y+J_z)^2-J^2=3J_n^2-\tfrac{15}4 .
\]

The inverse mass is thus \(\gamma_1-2\gamma_3(J_n^2-\tfrac54)\), or \(\gamma_1\mp2\gamma_3\). With the rough value \(\gamma_3=1.45\), the masses are \(1/1.385=0.722\) and \(1/7.185=0.139\). The modest difference between the [001] masses must not be carried over to other directions.

## Energies comparable with the spin-orbit splitting

The orbital term also connects the light state to the split-off state. From the amplitudes above, the matrix element is

\[
\frac{\sqrt2}{3}(a_z-a_\perp)X=2\sqrt2\,\gamma_2X ,
\]

and the split-off state's own coefficient is \(\tfrac13a_z+\tfrac23a_\perp=\gamma_1\). The light branch is therefore an eigenvalue of

\[
\begin{pmatrix}
(\gamma_1+2\gamma_2)X & 2\sqrt2\,\gamma_2X\\
2\sqrt2\,\gamma_2X & \gamma_1X+\Delta
\end{pmatrix}.
\]

The heavy state has no partner with its value of \(J_z\), so in this model it stays parabolic along [001]. For \(X\ll\Delta\), second-order perturbation theory gives

\[
E_l\simeq(\gamma_1+2\gamma_2)X-\frac{8\gamma_2^2X^2}{\Delta}.
\]

The correction lowers the energy at fixed \(k\), so the ratio \(X/E\), which is the mass defined by \(\hbar^2k^2/2E\), grows. In silicon \(\Delta\) is small, roughly 0.044 eV. At \(E=0.1\) eV the full matrix gives 0.225, about 12 % above the zone-centre value. Far above \(\Delta\) spin-orbit coupling no longer matters, and the eigenvalues approach \(a_\perp X\) and \(a_zX\). The light branch is the lower one, so its mass tends to the heavy value.

Inside a barrier the wave decays instead. Put \(k=i\kappa\), \(y=\hbar^2\kappa^2/2m_0\) and \(E=-u\), where \(u\) is the depth in the gap. Then \(X=-y\), and the determinant condition is

\[
\begin{aligned}
&[u-(\gamma_1+2\gamma_2)y]\,[u+\Delta-\gamma_1y]\\
&\qquad-8\gamma_2^2y^2=0 .
\end{aligned}
\]

The coefficient of \(y^2\) is \(\gamma_1^2+2\gamma_1\gamma_2-8\gamma_2^2=a_za_\perp\). Collecting powers of \(y\),

\[
\begin{aligned}
&a_za_\perp y^2-[(\gamma_1+2\gamma_2)(u+\Delta)+\gamma_1u]\,y\\
&\qquad+u(u+\Delta)=0 .
\end{aligned}
\]

The smaller root starts as \(y=u/(\gamma_1+2\gamma_2)\), so it continues the light hole into the gap. For \(u\gg\Delta\) the roots are \(u/a_z\) and \(u/a_\perp\), and the smaller gives a mass \(1/a_z=0.177\). At \(u=0.40\) eV the decay mass \(y/u\) is 0.183. The light hole thus becomes heavier going into the band and lighter going into the gap.

## Strain in the contact plane

Let the in-plane strain be \(\varepsilon\). The surface is free to move along its normal, so the normal stress vanishes: \(C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0\). Hence \(\varepsilon_{zz}=-2(C_{12}/C_{11})\varepsilon\).

Apart from a common shift, this strain moves the \(z\) orbital by an energy \(t\) relative to \(x\) and \(y\). With the shear deformation potential \(b\) in its usual convention, the light edge moves relative to the heavy edge by \(-2b(\varepsilon_{zz}-\varepsilon)\) when \(\Delta\) is large. That shift is also \(2t/3\), because the light state has \(z\) weight \(2/3\). Thus

\[
t=-3b(\varepsilon_{zz}-\varepsilon).
\]

In the basis \(|z\rangle\uparrow\), \(|+\rangle\downarrow\), the zone-centre matrix is \(\Delta\) times the projector on the split-off state, plus \(t\) on the \(z\) orbital:

\[
\begin{pmatrix}
\Delta/3+t & -\sqrt2\,\Delta/3\\
-\sqrt2\,\Delta/3 & 2\Delta/3
\end{pmatrix}.
\]

Let \(d=t-\Delta/3\) be the difference of the diagonal elements and \(R=\sqrt{d^2+8\Delta^2/9}\) the separation of the eigenvalues. The light hole is the lower eigenstate. Its energy \(E_0\) and \(z\) weight \(w\) are

\[
E_0=\tfrac12(t+\Delta-R),\qquad
w=\tfrac12\left(1-\frac dR\right).
\]

The weight follows from \(w=\partial E_0/\partial t\), since \(t\) multiplies the projector on the \(z\) orbital. To order \(k^2\) the inverse mass is the average of the orbital coefficients:

\[
\frac{m_0}{m_l}=wa_z+(1-w)a_\perp
=\gamma_1-2\gamma_2+6\gamma_2w .
\]

Without strain, \(d=-\Delta/3\) and \(R=\Delta\), so \(w=2/3\) and the earlier result returns. The heavy mass along [001] is unchanged, provided the strain dependence of the Luttinger parameters is neglected.

Take the rough values \(b=-2.2\) eV and \(C_{12}/C_{11}=0.39\). For 1 % compression, \(\varepsilon_{zz}-\varepsilon=0.0178\) and \(t=0.1175\) eV. The weight falls to 0.036 and the light mass rises to 0.272, almost the heavy value. The light edge lies 0.025 eV deeper than the heavy edge.

For 1 % tension, \(t=-0.1175\) eV and \(w=0.977\). The mass falls to 0.179, and this band now forms the valence edge, 0.106 eV above the heavy band on the electron energy scale. Both strains make \(|t|\) larger than \(\Delta\), so the state is nearly a pure orbital. The light mass differs from its unstrained value by about +35 % in compression and −11 % in tension.

## Tunnelling through the contact

Assume full depletion with uniform acceptor density \(N\) and permittivity \(\epsilon\), and a hole at the band edge with no transverse momentum. The barrier is \(\phi(1-x/W)^2\). Poisson's equation requires its curvature \(2\phi/W^2\) to equal \(q^2N/\epsilon\), so

\[
W=\sqrt{\frac{2\epsilon\phi}{q^2N}} .
\]

The WKB transmission factor is \(e^{-S}\), with

\[
\begin{aligned}
S&=\frac{2\sqrt{2m\phi}}{\hbar}\int_0^W\left(1-\frac xW\right)dx
=\frac{\sqrt{2m\phi}\,W}{\hbar}\\
&=\frac{2\phi}{\hbar}\sqrt{\frac{m\epsilon}{q^2N}}
=\frac{\phi}{E_{00}},\\
E_{00}&=\frac\hbar2\sqrt{\frac{q^2N}{m\epsilon}} .
\end{aligned}
\]

With relative permittivity 11.7, \(W=1.61\) nm. The energies \(E_{00}\) are 0.1458 eV for heavy and 0.1710 eV for light holes, using the zone-centre masses. Then

\[
S_h=\frac{0.40}{0.1458}=2.744,\qquad
S_l=\frac{0.40}{0.1710}=2.339 .
\]

At equal barrier and doping, the light-hole factor is larger by \(e^{2.744-2.339}=1.50\). Using the split-off-coupled decay throughout the barrier lowers \(S_l\) to 2.259 and would raise the WKB ratio to about 1.6. This assumes that the hole stays on the slowest decaying branch while its orbital composition changes, which is not shown here for so steep a barrier.

## Comparison of estimate and solution

The estimate placed the masses at 0.253 and 0.216; the solution gives 0.277 and 0.201. The scale and the order are right, but the separation is too small by about a factor of two. The inverse masses differ from \(\gamma_1\) by \(\mp2\gamma_2\), not \(\mp\gamma_2\). The missing factor comes from the orbital composition: the heavy state has no \(z\) weight and the light state has \(2/3\), so the inverse masses differ by \(\tfrac23\cdot6\gamma_2=4\gamma_2\).

The same factor appears in tunnelling. The exponents differ by 0.405, or 16 % of their mean, against the estimated 8 %. Since the exponents are only two to three, this changes the WKB factor at the band edge by 1.5, not by orders of magnitude.

## What a real contact changes

The chosen doping and barrier are rough values in the regime of heavily doped p-type silicon under a silicide, and several assumptions are strained there.

- **Image force.** Adding \(-q^2/(16\pi\epsilon x)\) reduces the barrier peak from 0.40 to 0.163 eV and the exponents to 1.66 and 1.41. The ratio of factors falls to about 1.3. WKB itself is rough for exponents this small.
- **Degeneracy.** At zero temperature the six-band Fermi energy lies about 0.10 eV inside the valence band; it depends on the rough value of \(\gamma_3\) and rises to 0.11 eV for \(\gamma_3=1.42\). If the barrier remains 0.40 eV above the Fermi level, the exponents there, computed with the zone-centre masses and full depletion, are 2.07 and 1.76, which would give a ratio of transmission factors of about 1.4. Holes that remain in the outer part of the layer weaken the field and raise both exponents somewhat. Moreover, the Fermi energy exceeds \(\Delta\), and the two-state matrix above then gives the light state a \(z\) weight of only about 0.2. For a rough estimate, suppose that this composition stays fixed through the barrier. About 0.8 of the state then decays like a heavy hole, and 0.2 decays with the mass \(1/a_z\), for which the exponent is 1.66 and the factor is larger by \(e^{2.07-1.66}\approx1.5\). The ratio is then about \(0.8+0.2\times1.5=1.1\), so in this estimate the two kinds of hole tunnel almost equally well at the Fermi level.
- **Discrete dopants.** The mean spacing \(N^{-1/3}=1.71\) nm is comparable with the depletion width. A smooth charge density is therefore doubtful, and the barrier should vary from place to place. The size of this effect is not calculated here.
- **Smaller effects.** At 300 K, \(kT=0.0259\) eV is well below \(E_{00}\), though not negligible. A two-band estimate of coupling to the conduction band, with a rough direct gap of 3.4 eV, cuts the decay rate by about 6 % at the full barrier depth. This gives only the rough size: the \(x\), \(y\) orbitals and the \(z\) orbital couple to different conduction states, so the cut is not the same for heavy and light holes.

A contact resistivity also requires the number of carriers in each band and a sum over energy and transverse momentum. The factor 1.5 compares two WKB factors for holes at the band edge and at normal incidence; it is not a ratio of resistivities.

## Computed results

```
gamma1: 4.285
gamma2: 0.339
gamma3 (rough): 1.45
gamma1 - 2 gamma2: 3.607
gamma1 + 2 gamma2: 4.963
heavy mass [001]: 0.2772 m0
light mass [001]: 0.2015 m0
heavy, light mass [110]: 0.571, 0.147 m0
heavy, light mass [111]: 0.722, 0.139 m0
spin-orbit splitting (rough): 0.044 eV
light mass k^2/2E at E = 0.1 eV: 0.225 m0
light decay mass at barrier depth: 0.183 m0
deep-gap light limit 1/(g1+4g2): 0.177 m0
deformation potential b (rough): -2.2 eV
C12/C11 (rough): 0.39
1% compression, z-orbital shift t: 0.1175 eV
1% compression, z weight of light state: 0.036
1% compression, light mass [001]: 0.272 m0
1% compression, light minus heavy edge: 0.025 eV
1% tension, z-orbital shift t: -0.1175 eV
1% tension, z weight of light state: 0.977
1% tension, light mass [001]: 0.179 m0
1% tension, light minus heavy edge: -0.106 eV
active doping: 2.0e+20 cm^-3
barrier: 0.40 eV
relative permittivity (rough): 11.7
depletion width: 1.61 nm
E00 heavy, light: 0.1458, 0.1710 eV
WKB exponent heavy, light: 2.744, 2.339
tunnelling factor ratio light/heavy: 1.50
light exponent with split-off coupling: 2.259
Fermi energy inside valence band, 0 K: 0.102 eV
exponent at Fermi level heavy, light: 2.07, 1.76
barrier peak with image force: 0.163 eV
exponent with image force heavy, light: 1.66, 1.41
temperature: 300 K
thermal energy kT: 0.0259 eV
direct gap (rough): 3.4 eV
two-band cut of decay rate at full barrier depth: 6.1 %
mean dopant spacing N^(-1/3): 1.71 nm
```
